# Eyring Flow of Oxide and Stress Relaxation at Fixed Strain, part 1

(Sections cited here and not found follow in the second part.)

## 1. The flow law from biased hopping

A simulation of an oxide anneal must be told how the oxide flows. The simplest choice is a constant viscosity, for which the stress in a film held at fixed strain decays exponentially. The alternative is a viscosity that falls as the stress rises. The choice matters when the stress is comparable with, or larger than, a characteristic stress \(s_0\). For the film worked out in Section 2, which starts at 500 MPa and is held at 1200 K, a constant viscosity predicts that half the stress is gone after 4.1 h. The stress-dependent law with the same low-stress viscosity predicts 2.4 h. The derivation below gives \(s_0\), the flow law, and a closed formula for the relaxation that can replace a time-stepping calculation when its conditions hold.

### The hopping model

Let \(s\) be the shear stress and \(\gamma_p\) the plastic part of the engineering shear strain, which is the change of angle in simple shear and is twice the tensor component. A dot denotes a time derivative. Plastic flow is taken to occur through small groups of atoms, called flow units, each of which can rearrange from one stable configuration to a neighbouring one. The model assumes that

- all flow units have the same barrier and hop independently;
- each unit feels the macroscopic stress \(s\);
- the barrier top lies midway between the two configurations;
- flow does not change the structure, so the barrier stays the same.

Without stress, a unit hops forward and backward at the same rate \(k_0\), and there is no net flow. Under stress, let the force on the unit be \(sa\), where \(a\) is the area over which the stress acts, and let the hop distance be \(\lambda\). The work done by the stress in one full forward hop is force times distance,

\[
W = sa\lambda = sV, \qquad V = a\lambda . \tag{1}
\]

The quantity \(V\) is the activation volume. It measures how strongly stress couples to a hop, and it need not equal the volume that the atoms of the unit occupy.

Because the barrier top is midway, the stress has done half of this work when the unit reaches it. The forward barrier is therefore lowered by

\[
b = \frac{sV}{2}, \tag{2}
\]

and the barrier for the return hop is raised by the same amount. An activated rate varies as the exponential of minus the barrier divided by \(kT\), where \(k\) is Boltzmann's constant and \(T\) the temperature. Hence

\[
k_+ = k_0\,e^{\,sV/2kT}, \qquad k_- = k_0\,e^{-sV/2kT}. \tag{3}
\]

The ratio of the two rates is \(\exp(sV/kT)\). This ratio follows from the energy difference \(sV\) between successive configurations and does not depend on where the barrier top lies. The equal division of the exponent between the two rates does depend on it.

The net number of forward hops per unit time is

\[
k_+ - k_- = k_0\left(e^{\,sV/2kT}-e^{-sV/2kT}\right)
= 2k_0\sinh\frac{sV}{2kT}, \tag{4}
\]

by the definition \(\sinh x=(e^x-e^{-x})/2\).

### From hops to strain

The strain produced by a hop follows from an energy balance. Let there be \(n\) flow units per unit volume. The stress does work on them at the rate \(n(k_+-k_-)sV\) per unit volume. In continuum terms the plastic power per unit volume is \(s\dot\gamma_p\). Equating the two and cancelling \(s\) gives

\[
\dot\gamma_p = g_1\,(k_+-k_-), \qquad g_1 = nV . \tag{5}
\]

The number \(g_1\) is the shear strain that results when every unit has made one net forward hop. It equals one if there is one flow unit in each volume \(V\).

Inserting (4) into (5) gives Eyring's flow law,

\[
\boxed{\;\dot\gamma_p = r_0\sinh\frac{s}{s_0}, \qquad
s_0=\frac{2kT}{V}, \qquad r_0 = 2g_1k_0 .\;} \tag{6}
\]

The factor 2 in \(s_0\) comes from the midway barrier: the stress biases each rate by half the work of a full hop. The factor 2 in \(r_0\) comes from the definition of the hyperbolic sine. The law is odd in \(s\), so reversing the stress reverses the flow without changing its speed. Stresses can therefore be treated as magnitudes below, for compression as well as for tension.

### Limits and viscosity

For \(s\ll s_0\), the expansion \(\sinh x = x + x^3/6+\dots\) gives

\[
\dot\gamma_p \simeq \frac{r_0}{s_0}\,s = \frac{s}{\eta_0}, \qquad
\eta_0 = \frac{s_0}{r_0}. \tag{7}
\]

This is Newtonian flow with viscosity \(\eta_0\). The first neglected term changes the rate by the relative amount \(s^2/6s_0^2\), which is about 4 percent at \(s=s_0/2\). The forward and backward hops nearly cancel in this regime, and the small difference between them is proportional to stress.

For \(s\gg s_0\) the backward hops are negligible, and

\[
\dot\gamma_p \simeq \frac{r_0}{2}\,e^{\,s/s_0}. \tag{8}
\]

An increase of stress by \(s_0\) then multiplies the flow rate by \(e\).

At any stress, define the viscosity as \(\eta(s)=s/\dot\gamma_p\). Using (6) and \(r_0=s_0/\eta_0\),

\[
\eta(s) = \frac{s}{r_0\sinh(s/s_0)}
= \eta_0\,\frac{s/s_0}{\sinh(s/s_0)} . \tag{9}
\]

Since \(\sinh x>x\) for positive \(x\), stress lowers the viscosity in this model.

The temperature dependence of \(\eta_0\) requires an expression for \(k_0\). Transition-state theory, with a transmission factor of one, gives

\[
k_0 = \frac{kT}{h}\,e^{-Q/kT}, \tag{10}
\]

where \(h\) is Planck's constant and \(Q\) is the free energy of the barrier. Then

\[
\eta_0=\frac{s_0}{r_0}
=\frac{2kT/V}{2g_1(kT/h)e^{-Q/kT}}
=\frac{h}{g_1V}\,e^{\,Q/kT}. \tag{11}
\]

The factors \(2kT\) cancel. The flow law (6) itself does not need (10); it needs only that the rates are biased as in (3).

### Numbers for a thermal oxide

Take \(T=1200\) K, for which \(kT=0.1034\) eV, and the round values \(V=0.30\ \mathrm{nm^3}\) and \(\eta_0=3.0\times10^{14}\) Pa s. These are model parameters chosen in the rough range of a thermal oxide that relaxes over hours. Since 1 eV per cubic nanometre is \(1.602\times10^{8}\) Pa, or 160.2 MPa,

\[
s_0=\frac{2(0.1034)}{0.30}\times160.2\ \mathrm{MPa}
\simeq 110\ \mathrm{MPa}. \tag{12}
\]

The unrounded value is 110.5 MPa. From (7), \(r_0=110.5\times10^6/(3.0\times10^{14})=3.68\times10^{-7}\) per second. With the choice \(g_1=1\), the hop rate is \(k_0=r_0/2=1.84\times10^{-7}\) per second, and solving (10) for the barrier gives

\[
Q = kT\ln\frac{kT}{hk_0} = 4.79\ \mathrm{eV}. \tag{13}
\]

This value depends weakly on the choice of \(g_1\). With \(\eta_0\) held fixed, a value of \(g_1\) ten times smaller requires a \(k_0\) ten times larger, which lowers \(Q\) by \(kT\ln10=0.24\) eV.

The film of Section 2 starts with an equivalent shear stress of 288.7 MPa. This is \(288.7/110.5=2.61\) times \(s_0\), and (9) gives a flow rate \(\sinh(2.614)/2.614=2.60\) times the Newtonian one. The bias (2) is then 0.270 eV, small compared with the barrier but not with \(kT\). That is the regime in which (6) differs from Newtonian flow while its assumptions can still hold.

### How good is the linear bias?

Equation (2) assumes that the barrier top and the well stay where they were without stress. In a real landscape they move. A cosine landscape shows the size of the effect. Let \(x\) be the coordinate of the unit and \(\varphi=2\pi x/\lambda\). With a constant force \(f\) such that \(f\lambda=sV=2b\), the energy is

\[
U(x) = -\frac{Q}{2}\cos\varphi - fx . \tag{14}
\]

The stationary points satisfy \(dU/dx=(\pi Q/\lambda)\sin\varphi-f=0\), or

\[
\sin\varphi=\varepsilon, \qquad
\varepsilon=\frac{f\lambda}{\pi Q}=\frac{2b}{\pi Q}. \tag{15}
\]

The well is at \(\varphi_0=\arcsin\varepsilon\) and the next top at \(\pi-\varphi_0\). Between them the cosine term rises by \(Q\cos\varphi_0\). The distance is \(\lambda(\pi-2\varphi_0)/2\pi\), so the force does the work \(b(\pi-2\varphi_0)/\pi=b-2b\varphi_0/\pi\). With \(2b/\pi=Q\varepsilon\), the forward barrier is

\[
Q_+ = Q\left[\sqrt{1-\varepsilon^2}+\varepsilon\arcsin\varepsilon\right]-b . \tag{16}
\]

The backward barrier \(Q_-\) is larger than this by the work of a full hop, \(2b\). For small \(\varepsilon\) the bracket is \(1-\varepsilon^2/2+\varepsilon^2=1+\varepsilon^2/2\), up to terms of fourth order. Therefore

\[
Q_\pm \simeq Q \mp b + \frac{2b^2}{\pi^2Q}. \tag{17}
\]

The second-order term raises both barriers equally. It slows the flow without changing the ratio of forward to backward hops. For \(b=0.270\) eV and \(Q=4.79\) eV it is 0.0031 eV, which multiplies both rates by \(\exp(-0.0031/0.1034)=0.970\).

The result can be compared with a calculation that does not presuppose hopping rates. Let the unit perform overdamped Brownian motion in the landscape (14), with diffusion constant \(D\), and write \(w=U/kT\) and \(F=sV/kT\). In the steady state the probability density \(P(x)\) has the period \(\lambda\), and the current \(J\) is constant:

\[
J=-D\left(P'+w'P\right)=-D\,e^{-w}\left(Pe^{w}\right)' . \tag{18}
\]

Multiply by \(e^{w}/D\) and integrate from \(x\) to \(x+\lambda\). Since \(w(x+\lambda)=w(x)-F\) and \(P(x+\lambda)=P(x)\),

\[
\frac{J}{D}\int_x^{x+\lambda}e^{w(y)}dy
= P(x)\,e^{w(x)}\left(1-e^{-F}\right). \tag{19}
\]

Solving for \(P\) and requiring that it integrate to one over a period gives

\[
J=\frac{D\left(1-e^{-F}\right)}
{\displaystyle\int_0^\lambda dx\int_x^{x+\lambda}dy\;e^{\,w(y)-w(x)}} . \tag{20}
\]

This is the net number of periods crossed per unit time. For small \(F\) it is proportional to \(F\), say \(J\simeq J_1F\). The hopping law with the same low-stress slope is \(2J_1\sinh(F/2)\). Numerical evaluation of (20) at \(F/2=2.614\) and \(Q=4.79\) eV gives a current 0.970 times this law. With \(Q\) doubled and the bias unchanged the ratio is 0.985. The deviation halves, as the \(1/Q\) dependence in (17) requires. At this stress the hyperbolic sine is thus accurate to about 3 percent for a cosine landscape, whereas a Newtonian law would be wrong by a factor of about 2.5.

### A barrier top that is not midway

Suppose that the top lies at a fraction \(\alpha\) of the hop distance. The stress then does the work \(\alpha sV\) before the top is reached, and the net rate is

\[
k_0\left[e^{\alpha F}-e^{-(1-\alpha)F}\right]
=2k_0\,e^{(\alpha-1/2)F}\sinh\frac{F}{2}. \tag{21}
\]

A single such unit flows more easily in one direction than in the other. An isotropic glass has no preferred direction, so for every unit with fraction \(\alpha\) there is one with \(1-\alpha\). Averaging (21) over the pair gives

\[
2k_0\cosh\!\left[\left(\alpha-\tfrac12\right)F\right]\sinh\frac{F}{2}. \tag{22}
\]

The flow is again odd in stress. For a top strictly between the two configurations, \(0<\alpha<1\), it is a pure hyperbolic sine only if \(\alpha=1/2\). For \(\alpha=0.6\) and \(F=5.23\) the extra factor is \(\cosh(0.523)=1.14\). Symmetry of the glass therefore does not by itself establish (6). The midway barrier is a separate assumption.

### Stress states other than simple shear

A film on a wafer is not in simple shear, so the scalar law needs an extension. Let \(\sigma_{ij}\) be the stress tensor and

\[
\sigma'_{ij}=\sigma_{ij}-\tfrac13\delta_{ij}\sum_k\sigma_{kk} \tag{23}
\]

its deviator, the part left after the mean stress is removed. Assume that plastic flow is isotropic, conserves volume, and depends on the stress magnitude through

\[
s=\Big(\tfrac12\sum_{ij}\sigma'_{ij}\sigma'_{ij}\Big)^{1/2}. \tag{24}
\]

The plastic strain-rate tensor is then taken as

\[
\dot\epsilon^{\,p}_{ij}=\frac{\sigma'_{ij}}{2\eta(s)} , \tag{25}
\]

with \(\eta(s)\) from (9). In simple shear the nonzero components are \(\sigma'_{xy}=\sigma'_{yx}\), and (24) returns their magnitude. Equation (25) gives \(\dot\gamma_p=2\dot\epsilon^{\,p}_{xy}=s/\eta(s)\), in agreement with (6). The extension is a constitutive assumption: the one-dimensional hopping argument does not prove that (24) is the right measure for every stress state. In particular, it leaves out any effect of pressure on the barrier, which Section 2 estimates.

## 2. Relaxation at fixed strain

Section 1 gave the plastic shear rate \(\dot\gamma_p=r_0\sinh(s/s_0)\) for a shear stress \(s\). Here \(s_0=2kT/V\) is the characteristic stress, \(V\) the activation volume, and \(\eta_0=s_0/r_0\) the viscosity at low stress. At higher stress the viscosity is \(\eta(s)=\eta_0(s/s_0)/\sinh(s/s_0)\). For a general stress state, \(s\) is the equivalent shear stress (24), and the plastic strain rate is the stress deviator divided by \(2\eta(s)\). The example uses \(T=1200\) K, \(s_0=110.5\) MPa and \(\eta_0=3.0\times10^{14}\) Pa s.

Biased hopping over a midway barrier has given Eyring's flow law and its stress-dependent viscosity, and a constitutive assumption has extended the law to general stress states. It remains to combine this law with elasticity to find how stress relaxes at fixed strain, and to apply the result to an oxide film on a wafer.
